# Order Efficiencies and Power Balance of a Thin Sinusoidal Phase Grating

A transparent crystal of refractive index $n$ ends in a shallow sinusoidal relief facing vacuum. The surface is
$$z=s(x)=\frac h2\sin\theta,\qquad \theta=Kx,\qquad K=\frac{2\pi}{\Lambda},$$
where $h$ is the peak-to-valley depth and $\Lambda$ the period. A plane wave of vacuum wavelength $\lambda$ arrives from inside the crystal, travelling along $+z$. Let $k=2\pi/\lambda$, with time dependence $e^{-i\omega t}$, so that a wave moving along $+z$ in vacuum is $e^{ikz}$. The field is treated as a scalar. The medium absorbs nothing, and reflection is left out until part (g).

For numbers, take lithium fluoride with a rough visible index $n=1.4$, and $\lambda=633$ nm, $h=800$ nm, $\Lambda=20\,000$ nm.

## (a) The screen and its orders

**Replace the relief by a thin screen, and say what fraction of the transmitted power belongs to each diffraction order.**

In the thin approximation each ray crosses the relief at fixed $x$. It gains phase $nks$ between $z=0$ and the surface, then $k(z-s)$ in vacuum. The total is
$$nks+k(z-s)=kz+(n-1)ks.$$
Apart from the common factor $e^{ikz}$, the relief multiplies the wave by
$$t(\theta)=e^{ia\sin\theta},\qquad a=\frac{(n-1)kh}{2}=\frac{\pi(n-1)h}{\lambda}.$$
Here $a$ is half the peak-to-valley phase. Since $t$ is periodic,
$$t(\theta)=\sum_{q=-\infty}^{\infty}c_qe^{iq\theta},\qquad c_q=\frac1{2\pi}\int_0^{2\pi}t(\theta)e^{-iq\theta}\,d\theta .$$
Term $q$ has transverse wavenumber $qK$. A vacuum wave at angle $\theta_q$ to the normal has transverse wavenumber $k\sin\theta_q$, so
$$\sin\theta_q=\frac{qK}{k}=\frac{q\lambda}{\Lambda}.$$

To give "power in an order" a meaning, let the incident wave have an envelope $A(x)$ many periods wide. The transmitted field $\sum_q c_qA(x)e^{iqKx}$ has the spectrum $\sum_q c_q\hat A(\kappa-qK)$, a row of narrow peaks. When they do not overlap, the cross terms in the squared modulus vanish, and peak $q$ holds $|c_q|^2\int|\hat A|^2d\kappa$. The total is $\int|A|^2|t|^2dx=\int|A|^2dx$, because $|t|=1$. The share of order $q$ is therefore
$$\eta_q=|c_q|^2 .$$
This counts power as squared amplitude, which is the paraxial measure. Part (d) examines what that leaves out.

## (b) The amplitudes

**Find $c_q$ for every integer $q$, and the efficiencies of a weak grating.**

Put $w=e^{i\theta}$. Then $i\sin\theta=(w-w^{-1})/2$, and
$$t=e^{aw/2}\,e^{-a/(2w)}=\sum_{r=0}^\infty\frac{(a/2)^r}{r!}w^r\;\sum_{s=0}^\infty\frac{(-1)^s(a/2)^s}{s!}w^{-s}.$$
With $|w|=1$ the absolute values of all the products add up to $e^{a/2}e^{a/2}=e^a$. The double series converges absolutely and may be regrouped by powers of $w$. For $q\ge0$, the power $w^q$ requires $r=s+q$, so
$$c_q=\sum_{s=0}^\infty\frac{(-1)^s}{s!\,(s+q)!}\left(\frac a2\right)^{2s+q}=J_q(a).$$
This series defines the Bessel function of integer order $q$. For a negative order $-p$, the requirement is $s=r+p$:
$$c_{-p}=\sum_{r=0}^\infty\frac{(-1)^{r+p}}{r!\,(r+p)!}\left(\frac a2\right)^{2r+p}=(-1)^pJ_p(a).$$
With $J_{-p}=(-1)^pJ_p$, one formula covers all orders:
$$e^{ia\sin\theta}=\sum_qJ_q(a)e^{iq\theta},\qquad \boxed{\eta_q=J_q(a)^2=\eta_{-q}.}$$

For small $a$ the first terms give $J_0\approx1-a^2/4$ and $J_1\approx a/2$. Hence $\eta_0\approx1-a^2/2$ and $\eta_{\pm1}\approx a^2/4$: to this order, what leaves the straight beam appears in the two first orders. At larger $a$ the straight beam can vanish altogether, first at $a=2.405$, where $J_0$ has its first zero.

In the example,
$$a=\frac{\pi\times0.4\times800}{633}=1.588,\qquad \left(\frac a2\right)^2=0.6306 .$$
The series gives
$$J_0=1-0.6306+\frac{0.6306^2}{4}-\frac{0.6306^3}{36}+\dots=0.4621,$$
so $\eta_0=0.2136$. Likewise $J_1=0.5687$ gives $\eta_{\pm1}=0.3234$ each. The first orders leave at $1.81^\circ$, and each is stronger than the straight beam.

## (c) The sum over orders

**Find the sum of all efficiencies, and the mean square order number.**

Part (b) showed that $\sum_q|c_q|\le e^a$, so the Fourier series may be multiplied by its conjugate and averaged term by term. Let angle brackets denote the average over one period. Then
$$\langle|t|^2\rangle=\sum_{q,p}c_qc_p^*\langle e^{i(q-p)\theta}\rangle=\sum_q|c_q|^2,$$
because the average is 1 for $q=p$ and 0 otherwise. The left side is 1, hence
$$\boxed{\sum_{q=-\infty}^{\infty}J_q(a)^2=1.}$$
The sinusoidal shape entered through the Bessel functions; the value of the sum needed only $|t|=1$. An absorbing screen with $|t|<1$ would give $\langle|t|^2\rangle<1$ instead.

For the second moment, differentiate $t$ in two ways:
$$\frac{dt}{d\theta}=ia\cos\theta\,t=\sum_qiq\,c_qe^{iq\theta}.$$
Termwise differentiation is allowed because $\sum_q|q||c_q|$ is at most
$$\sum_{r,s}(r+s)\frac{(a/2)^{r+s}}{r!\,s!}=a\,e^a .$$
Averaging the squared modulus of both forms gives
$$\sum_qq^2J_q(a)^2=a^2\langle\cos^2\theta\rangle=\frac{a^2}{2}.$$
The local phase slope $aK\cos\theta$ acts as a transverse kick, and its mean square sets the spread of the orders.

In the example the root-mean-square order is $a/\sqrt2=1.12$, and few orders matter:

| $q$ | $\eta_q$ | sum up to $\lvert q\rvert$ |
|---|---|---|
| 0 | 0.2136 | 0.2136 |
| 1 | 0.3234 | 0.8604 |
| 2 | 0.0645 | 0.9895 |
| 3 | 0.0051 | 0.9996 |

The second row of the sum is $0.2136+2\times0.3234=0.8604$. A detector that collects orders up to $\pm2$ misses about 1% of the transmitted power.

## (d) Is this conservation of energy flux?

**Compare the sum in (c) with the flux that the orders carry along the normal.**

Behind the screen, order $q$ is $c_qe^{iqKx+ik_zz}$ with $k_z=\sqrt{k^2-q^2K^2}$. The flux of a scalar wave along $z$ is proportional to $\mathrm{Im}(U^*\partial_zU)$, and cross terms between orders average to zero over a period. A propagating order carries $k_z|c_q|^2$, which relative to the flux $k$ that a flat screen ($a=0$) sends into vacuum is $\eta_q\cos\theta_q$ (the wave inside the crystal carries $nk$ per unit squared amplitude; that mismatch belongs to the reflection left out here). If $|q|\lambda/\Lambda>1$, then $k_z$ is imaginary, the order decays with $z$, and it carries none. The screen model therefore falls short of unit flux by
$$D=1-\sum_{\rm prop}\eta_q\cos\theta_q=\sum_{\rm prop}\eta_q(1-\cos\theta_q)+\sum_{\rm evan}\eta_q .$$
Write $u_q=q\lambda/\Lambda$. For propagating orders,
$$1-\cos\theta_q=1-\sqrt{1-u_q^2}=\frac{u_q^2}{1+\sqrt{1-u_q^2}}\le u_q^2 .$$
For evanescent orders $1\le u_q^2$. The second moment then gives
$$D\le\frac{\lambda^2}{\Lambda^2}\sum_qq^2\eta_q=\frac{a^2\lambda^2}{2\Lambda^2}.$$
If the orders that hold the weight leave at small angles, the denominator $1+\sqrt{1-u_q^2}$ is close to 2, and
$$D\approx\frac{a^2\lambda^2}{4\Lambda^2}.$$

In the example $\lambda/\Lambda=0.03165$, so $D\approx(1.588\times0.03165)^2/4=6.3\times10^{-4}$; the direct sum agrees. With the same $a$ but $\lambda/\Lambda=0.4$, the direct sum gives $D=0.116$, below the bound of 0.202.

No power is absorbed in either case. The deficit shows that multiplying by a unit-modulus factor is not a flux-conserving rule for waves at finite angles. The Bessel sum equals 1 for any $a$; it can be read as conservation of transmitted power in the paraxial regime, $\lambda/\Lambda\ll1$ and $a\lambda/\Lambda\ll1$. A weak grating with a short period also has a small total deficit, because $a$ is small, but the flux $\eta_q\cos\theta_q$ of its diffracted orders can still differ greatly from $\eta_q$.

## (e) Reading the depth

**Show over what range the ratio $\eta_1/\eta_0$ fixes the depth, and find its sensitivity.**

Two relations are needed. Differentiating the expansion in (b) with respect to $a$ multiplies $t$ by $i\sin\theta=(w-w^{-1})/2$; differentiating with respect to $\theta$ multiplies it by $ia\cos\theta=ia(w+w^{-1})/2$. Comparing coefficients of $w^q$,
$$J_q'=\tfrac12(J_{q-1}-J_{q+1}),\qquad qJ_q=\tfrac a2(J_{q-1}+J_{q+1}).$$
For $q=0$, $J_{-1}=-J_1$ gives $J_0'=-J_1$. For $q=1$, the second relation gives $J_2=2J_1/a-J_0$, and the first becomes $J_1'=J_0-J_1/a$.

Let $\rho=J_1/J_0$, so that $\eta_1/\eta_0=\rho^2$. Then
$$\rho'=\frac{J_1'J_0-J_1J_0'}{J_0^2}=\frac{J_0^2+J_1^2-J_0J_1/a}{J_0^2}.$$
To find its sign, define $F=aJ_0^2\rho'=a(J_0^2+J_1^2)-J_0J_1$. The first part has derivative
$$J_0^2+J_1^2+a\left[-2J_0J_1+2J_1\left(J_0-\frac{J_1}a\right)\right]=J_0^2-J_1^2,$$
and the second part has derivative
$$J_1^2-J_0\left(J_0-\frac{J_1}a\right)=J_1^2-J_0^2+\frac{J_0J_1}a .$$
Their sum is $F'=J_0J_1/a$. Below the first zero of $J_0$, $(aJ_1)'=aJ_0>0$, so $J_1>0$ and $F'>0$. Since $F(0)=0$, both $F$ and $\rho'$ are positive. The ratio rises steadily from zero to infinity, and each value belongs to one $a$ in this range. For the given $\lambda$ and $n$, the range ends at
$$h=\frac{2.405\times633}{\pi\times0.4}\ {\rm nm}\approx1211\ {\rm nm}.$$
A deeper relief can repeat a ratio, so a rough prior depth or another order is then needed.

The relative sensitivity follows from $\rho'/\rho$:
$$\frac{d\ln(\eta_1/\eta_0)}{da}=2\left(\frac{J_0}{J_1}-\frac1a+\frac{J_1}{J_0}\right)=2(0.813-0.630+1.231)=2.83 .$$
Since $da/dh=a/h=1.985\times10^{-3}$ per nm, the ratio, here 1.514, changes by 0.56% per nanometre. A 1% error in the ratio shifts the depth by about 1.8 nm.

The measurement fixes $(n-1)h$, not $h$ alone. An index error of 0.01 changes the inferred depth by $0.01/0.4=2.5\%$, or 20 nm. The rough index used here is adequate for a model calculation but not for nanometre metrology.

## (f) Asymmetry and displacement

**What do the two first orders reveal about a skewed profile, and about the position of the grating?**

Add a small term $b\sin2\theta$ to the phase. To first order in $b$, the new factor is $e^{ib\sin2\theta}\approx1+\frac b2(w^2-w^{-2})$, so
$$c_q\approx J_q+\frac b2(J_{q-2}-J_{q+2}).$$
Using $J_{-1}=-J_1$ and $J_{-3}=-J_3$,
$$c_1\approx J_1-\frac b2(J_1+J_3),\qquad c_{-1}\approx-J_1-\frac b2(J_1+J_3).$$
Subtracting the squares,
$$\eta_{-1}-\eta_1\approx2bJ_1(J_1+J_3).$$
For $b=0.05a=0.0794$ and $J_3=0.0711$ this is $2\times0.0794\times0.5687\times0.6398=0.0578$. Fourier analysis of the full phase factor gives $0.3518-0.2942=0.0576$.

A term $b\cos2\theta$ is different. It is unchanged by $\theta\to\pi-\theta$, as is $\sin\theta$. This symmetry of $t$ implies $c_{-q}=(-1)^qc_q$, so the first orders stay equal. The first-order correction to $c_q$ is now $\frac{ib}2(J_{q-2}+J_{q+2})$, in quadrature with the real $J_q$, and $\eta_q$ changes only at order $b^2$. For the same $b$, reading the depth as if the profile were sinusoidal gives an error of $-0.07$ nm.

Moving the grating by $x_0$ replaces $c_q$ by $c_qe^{-iqKx_0}$ and leaves every $\eta_q$ unchanged. The powers of the separated orders thus carry no record of the grating's position; the phases do, but seeing them requires interference. Overlay, the displacement between two patterned layers, needs a second grating. If two thin sinusoidal gratings of equal period are in contact, with phase amplitudes $a_1,a_2$ and relative shift $\delta$ in $\theta$, their phases add to one sinusoid of amplitude
$$|a_1+a_2e^{-i\delta}|=\sqrt{a_1^2+a_2^2+2a_1a_2\cos\delta}.$$
The efficiencies then depend on the size of the shift but not on its sign, and the first orders remain balanced. This holds for gratings in contact only. Real patterned layers are separated by a gap, over which the orders of the first grating acquire different propagation phases; the two first orders then generally become unequal, and the imbalance reverses with the sign of the shift.

## (g) The real interface

**Estimate what the thin model neglects for the lithium fluoride example.**

The thin model can be set against a scalar wave solution for an electric field along the grooves. Plane and evanescent waves are used on both sides, and the field and its normal derivative are matched on the curved surface. For a sinusoid this expansion is valid when the greatest slope is below 0.448; here the slope is $\pi h/\Lambda=0.126$.

Reflected and transmitted flux now add to 1 within the printed digits. The transmitted fraction is 0.9716, close to the flat-face value $4n/(n+1)^2=0.9722$. Dividing each order's flux by the total transmitted flux gives:

| $q$ | thin model | wave solution |
|---|---|---|
| 0 | 0.2136 | 0.2134 |
| 1 | 0.3234 | 0.3230 |
| 2 | 0.0645 | 0.0649 |
| 3 | 0.0051 | 0.0052 |

The largest difference is $4.7\times10^{-4}$ of the transmitted power. Doubling the period at fixed depth, index and wavelength reduces it to $1.2\times10^{-4}$, a factor of 4.00, as expected of a correction proportional to $1/\Lambda^2$. In relative terms the change grows with the order number in this table, reaching about 4% for the third order. Applying the thin formula to the wave solution's $\eta_1/\eta_0$ gives a depth 0.12 nm too small.

Temperature also affects the reading. Take rough magnitudes of $4\times10^{-5}$ per kelvin for expansion and $2\times10^{-5}$ per kelvin for index drift. If both acted in the same direction, a 10 K change would shift the apparent depth by
$$800\times10\left(4\times10^{-5}+\frac{2\times10^{-5}}{0.4}\right){\rm nm}=0.72\ {\rm nm}.$$
This is an upper bound. Lithium fluoride expands on heating while its index falls, so the two effects oppose each other, and for these rough magnitudes they largely cancel.

The flat entry face is a further concern. Between two flat parallel faces, light reflected once by each has relative amplitude $[(n-1)/(n+1)]^2=0.028$, and coherent interference can change the transmitted power by about $2\times0.028=5.6\%$. Here the relief spreads the reflected light over many orders, so the change differs from order to order. Light that returns as the straight beam rescales all transmitted orders alike and leaves their ratios unchanged; only the other reflected orders alter $\eta_1/\eta_0$. The size of that change is not computed here, and the flat-face figure serves only as a rough guide. A 5.6% change in $\eta_1/\eta_0$ would mimic about 10 nm of depth. A wedged crystal or a coated entry face reduces this effect.

The example describes a coarse grating, with a period of about 32 wavelengths. When the period is comparable with the wavelength, the small-angle assumption fails. The case $\lambda/\Lambda=0.4$ in part (d) shows the scale: the thin model's own flux account is then wrong by 12% of the flux a flat screen would pass, and a full wave solution should replace it. Roughness and the other polarization are not included in the comparison above. The numerical output below lists the values to more digits.

## Values computed for the example and the checks

```
wavelength = 633 nm
index, rough = 1.4
relief depth h = 800 nm
period = 20000 nm
phase amplitude a = 1.5882 rad
first-order angle = 1.814 deg
q=0: J_q = 0.46214, eta_q = 0.21357, sum to |q| = 0.213572
q=1: J_q = 0.56869, eta_q = 0.32341, sum to |q| = 0.860396
q=2: J_q = 0.25402, eta_q = 0.06453, sum to |q| = 0.989453
q=3: J_q = 0.07110, eta_q = 0.00506, sum to |q| = 0.999563
q=4: J_q = 0.01458, eta_q = 0.00021, sum to |q| = 0.999989
sum over |q|<=60 = 1.000000000000
sum of q^2 eta_q = 1.26114
a^2/2 = 1.26114
flux deficit, direct = 6.321e-04
flux deficit, small-angle formula = 6.317e-04
short-period case, wavelength/period = 0.4
  flux deficit = 0.1162, bound = 0.2018
eta_1/eta_0 = 1.5143
first zero of J0 = 2.4048 rad
largest depth for unique reading = 1211.4 nm
relative change of eta_1/eta_0 per nm of depth = 0.5612 %
greatest relief slope = 0.1257
full wave: reflected + transmitted = 1.000000000
full wave: transmitted fraction = 0.97160
flat-face transmitted fraction = 0.97222
full wave: share of order 0 = 0.21341
full wave: share of order 1 = 0.32295
full wave: share of order 2 = 0.06487
full wave: share of order 3 = 0.00524
largest share error of thin formula = 4.652e-04
same, period doubled = 1.163e-04
ratio of these errors = 4.001
depth read from full-wave ratio = 799.88 nm
depth error of thin formula = -0.12 nm
harmonic amplitude b = 0.0794 rad
skewed profile: eta_+1 = 0.29415, eta_-1 = 0.35180
skewed profile: difference = 0.05764
first-order formula for difference = 0.05778
symmetric harmonic: eta_0 = 0.21328, eta_1 = 0.32284
symmetric harmonic: depth error = -0.07 nm
rough expansion = 4e-05 /K, index drift = 2e-05 /K
thermal depth bound for 10 K = 0.72 nm
```
